# RPA correlation energy of the electron gas at r_s = 4: test program

```python
"""RPA correlation energy per electron of the unpolarized electron gas.

Result under test (hartree atomic units):
  e_c = integral_0^inf F(x) dx,
  F(x) = 3 kF^2/(4 pi) x^3 integral_0^inf du [ln(1+y) - y],
  y = -v chi0 = (4 alpha rs/pi) R(x,u)/x^2.
At rs = 4 this is about -0.047 hartree, roughly 0.4 eV per electron
below parametrizations of quantum Monte Carlo (QMC) data.
Symbols: rs density parameter, kF Fermi wave number, x = q/kF,
u = omega/(q kF) on the imaginary frequency axis, v = 4 pi/q^2,
chi0 = -(kF/pi^2) R the free-electron response, S the structure factor,
g(0) the pair distribution at contact.
The independent road diagonalizes coupled particle-hole pairs whose
spectrum is taken directly from the geometry of the Fermi sphere.
"""
import numpy as np
from scipy import constants
from pyscf.dft import libxc

ALPHA = (4 / (9 * np.pi)) ** (1 / 3)
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def gauss(n, a, b):
    t, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (t + 1) / 2, w * (b - a) / 2


def fermi_wave_number(rs):
    return 1 / (ALPHA * rs)


def response_R(x, u):
    """Closed form of R; a moment expansion avoids cancellation at large u."""
    log_ratio = np.log1p(2 * x / (u**2 + (1 - x / 2) ** 2))
    angles = np.arctan((1 + x / 2) / u) + np.arctan((1 - x / 2) / u)
    closed = 0.5 * (1 + (1 + u**2 - x**2 / 4) / (2 * x) * log_ratio
                    - u * angles)
    far = (1 - (0.6 + x**2 / 4) / u**2) / (3 * u**2)
    return np.where(u > 50 * (1 + x / 2), far, closed)


def log_minus_linear(y):
    """ln(1+y) - y, with a series where subtraction loses digits."""
    series = -y**2 / 2 + y**3 / 3 - y**4 / 4
    return np.where(np.abs(y) < 1e-3, series, np.log1p(y) - y)


def frequency_grid(x, rs, n):
    x = np.atleast_1d(np.asarray(x, float))[:, None]
    t, wt = gauss(n, 0, 1)
    u = (1 + x / 2) * t / (1 - t)
    du = (1 + x / 2) * wt / (1 - t) ** 2
    y = 4 * ALPHA * rs / np.pi * response_R(x, u) / x**2
    return x[:, 0], y, du


def energy_integrand(x, rs, n=120):
    x, y, du = frequency_grid(x, rs, n)
    inner = np.sum(du * log_minus_linear(y), axis=1)
    return 3 * fermi_wave_number(rs) ** 2 / (4 * np.pi) * x**3 * inner


def structure_change(x, rs, coupling=1.0, n=120):
    """S_coupling - S_0 from the imaginary-frequency response."""
    x, y, du = frequency_grid(x, rs, n)
    inner = np.sum(du * coupling * y**2 / (1 + coupling * y), axis=1)
    return -0.75 * fermi_wave_number(rs) * x**3 * inner


def wave_number_grid(n=120):
    t, w = gauss(n, 0, 1)
    return (2 * t**2, 4 * t * w), (2 / t, 2 * w / t**2)


def rpa_parts(rs, n=120):
    return [float(np.sum(w * energy_integrand(x, rs, n)))
            for x, w in wave_number_grid(n)]


def pair_spectrum(x, n=60):
    """Pair energies (kF^2) and pair densities (kF^3) at fixed q = x kF.

    Each slice of the Fermi sphere normal to q has one pair energy; its
    weight is the disc of occupied states minus the Pauli-blocked disc.
    """
    if x < 2:
        pieces = [gauss(n, 0, 1 - x / 2), gauss(n, 1 - x / 2, 1 + x / 2)]
    else:
        pieces = [gauss(2 * n, x / 2 - 1, x / 2 + 1)]
    s = np.concatenate([p[0] for p in pieces])
    ds = np.concatenate([p[1] for p in pieces])
    occupied = np.maximum(0, 1 - (s - x / 2) ** 2)
    blocked = np.maximum(0, 1 - (s + x / 2) ** 2)
    return x * s, ds * (occupied - blocked) / (4 * np.pi**2)


def coupled_modes(x, rs):
    """Return F(x), S(x) and the highest mode energy by diagonalization."""
    kf = fermi_wave_number(rs)
    e, w = pair_spectrum(x)
    c = 4 * np.pi / (kf * x**2)
    g = np.sqrt(e * w)
    values, vectors = np.linalg.eigh(np.diag(e**2) + 2 * c * np.outer(g, g))
    omega = np.sqrt(np.maximum(values, 1e-30))
    shift = np.sum(omega) - np.sum(e) - c * np.sum(w)
    structure = 3 * np.pi**2 * np.sum((g @ vectors) ** 2 / omega)
    return 0.75 * kf**2 * x**2 * shift, structure, omega[-1] * kf**2


def fitted_correlation(name, rs):
    density = 3 / (4 * np.pi * rs**3)
    result = libxc.eval_xc(name, np.array([density]), spin=0, deriv=1)
    return float(np.ravel(result[0])[0])


rs = 4.0
kf = fermi_wave_number(rs)
density = 3 / (4 * np.pi * rs**3)
part_low, part_high = rpa_parts(rs)
ec_rpa = part_low + part_high

# Grid convergence.
assert abs(sum(rpa_parts(rs, 200)) - ec_rpa) < 1e-6

# Closed response function against the explicit sum over pairs.
for x, u in [(0.5, 0.4), (1.0, 1.0), (1.7, 0.6), (3.0, 0.8)]:
    e, w = pair_spectrum(x)
    explicit = np.pi**2 * np.sum(2 * e * w / (e**2 + (x * u) ** 2))
    assert abs(explicit - response_R(x, u)) < 1e-7

# Structure factor: eigenvectors against the frequency integral.
for x in (0.5, 1.0, 3.0):
    s_free = 3 * np.pi**2 * np.sum(pair_spectrum(x)[1])
    s_frequency = s_free + structure_change(x, rs)[0]
    assert abs(coupled_modes(x, rs)[1] - s_frequency) < 1e-4

# Zero-point energy of coupled modes against the logarithmic formula.
mode_energy = 0.0
frequency_energy = 0.0
for a, b in [(0, 2), (2, 8)]:
    xs, ws = gauss(24, a, b)
    by_modes = np.array([coupled_modes(x, rs)[0] for x in xs])
    by_frequency = energy_integrand(xs, rs)
    assert np.max(np.abs(by_modes - by_frequency)) < 2e-5
    mode_energy += np.sum(ws * by_modes)
    frequency_energy += np.sum(ws * by_frequency)
assert abs(mode_energy - frequency_energy) < 1e-5
assert abs(mode_energy - ec_rpa) < 5e-4  # the mode sum omits x > 8

# Explicit integration over the interaction strength.
ec_coupling = 0.0
for t, wt in zip(*gauss(16, 0, 1)):
    potential = sum(np.sum(w * structure_change(x, rs, t**2))
                    for x, w in wave_number_grid()) * kf / np.pi
    ec_coupling += 2 * t * wt * potential
assert abs(ec_coupling - ec_rpa) < 1e-5

# Long-wavelength plasmon and high-density logarithm.
plasma_energy = np.sqrt(4 * np.pi * density)
mode_small_q = coupled_modes(0.05, rs)[2]
assert abs(mode_small_q / plasma_energy - 1) < 3e-3
slope = (sum(rpa_parts(1e-3)) - sum(rpa_parts(1e-4))) / np.log(10)
slope_limit = (1 - np.log(2)) / np.pi**2
assert abs(slope - slope_limit) < 1e-4

# Contact value without and with RPA correlation.
xs, ws = gauss(24, 0, 2)
s0 = np.array([3 * np.pi**2 * np.sum(pair_spectrum(x)[1]) for x in xs])
contact_hf = 1 + 1.5 * np.sum(ws * xs**2 * (s0 - 1))
assert abs(contact_hf - 0.5) < 1e-8
contact_change = 1.5 * sum(np.sum(w * x**2 * structure_change(x, rs))
                           for x, w in wave_number_grid())
contact_rpa = contact_hf + contact_change
assert contact_rpa < 0

# Hand-sized Simpson estimate of the part with x < 2.
x_table = np.linspace(0, 2, 9)
f_table = np.concatenate([[0.0], energy_integrand(x_table[1:], rs)])
simpson = (x_table[1] / 3) * (f_table[0] + f_table[-1]
                             + 4 * np.sum(f_table[1:-1:2])
                             + 2 * np.sum(f_table[2:-1:2]))
assert abs(simpson - part_low) < 5e-4

# Comparison with parametrizations fitted to QMC data.
fits = {label: fitted_correlation(code, rs) for label, code in
        [("PW92", "LDA_C_PW"), ("PZ81", "LDA_C_PZ"), ("VWN5", "LDA_C_VWN")]}
gap = fits["PW92"] - ec_rpa
assert abs(ec_rpa + 0.047) < 5e-4
assert all(0.35 < (value - ec_rpa) * HARTREE_EV < 0.45
           for value in fits.values())

print(f"rs = {rs:.1f} bohr")
print(f"density n = {density:.6f} bohr^-3")
print(f"alpha = {ALPHA:.6f} (dimensionless)")
print(f"Fermi wave number kF = {kf:.6f} bohr^-1")
print(f"4 alpha rs/pi = {4 * ALPHA * rs / np.pi:.6f} (dimensionless)")
r_one = float(response_R(1.0, 1.0))
y_one = 4 * ALPHA * rs / np.pi * r_one
print(f"R at x=1, u=1: {r_one:.6f} (dimensionless)")
print(f"y at x=1, u=1: {y_one:.6f} (dimensionless)")
print(f"ln(1+y)-y there: {np.log1p(y_one) - y_one:.6f} (dimensionless)")
for x, f in zip(x_table, f_table):
    print(f"F(x={x:.2f}) = {f:.6f} hartree")
print(f"Simpson estimate, x<2: {simpson:.6f} hartree")
print(f"accurate part, x<2: {part_low:.6f} hartree")
print(f"accurate part, x>2: {part_high:.6f} hartree")
print(f"RPA correlation energy: {ec_rpa:.6f} hartree")
print(f"RPA correlation energy: {ec_rpa * HARTREE_EV:.4f} eV")
print(f"coupling integration: {ec_coupling:.6f} hartree")
print(f"mode sum, x<8: {mode_energy:.6f} hartree")
print(f"frequency formula, x<8: {frequency_energy:.6f} hartree")
print(f"plasma energy: {plasma_energy:.6f} hartree")
print(f"highest mode at x=0.05: {mode_small_q:.6f} hartree")
print(f"high-density slope, numerical: {slope:.6f} hartree")
print(f"high-density slope, analytic: {slope_limit:.6f} hartree")
print(f"Hartree-Fock g(0): {contact_hf:.4f} (dimensionless)")
print(f"RPA change of g(0): {contact_change:.4f} (dimensionless)")
print(f"RPA g(0): {contact_rpa:.4f} (dimensionless)")
for label, value in fits.items():
    print(f"QMC fit {label}: {value:.6f} hartree")
print(f"RPA overshoot against PW92: {gap:.6f} hartree")
print(f"RPA overshoot against PW92: {gap * HARTREE_EV:.4f} eV")
print(f"overshoot relative to PW92: {100 * gap / abs(fits['PW92']):.1f} %")
print(f"hartree in eV: {HARTREE_EV:.6f} eV")
for r in (1.0, 2.0, 4.0, 8.0):
    rpa = sum(rpa_parts(r))
    qmc = fitted_correlation("LDA_C_PW", r)
    print(f"rs={r:.0f} bohr: RPA {rpa:.5f}, PW92 {qmc:.5f}, "
          f"overshoot {qmc - rpa:.5f} hartree")
print("all assertions hold")
```

Printed output:

```
rs = 4.0 bohr
density n = 0.003730 bohr^-3
alpha = 0.521062 (dimensionless)
Fermi wave number kF = 0.479790 bohr^-1
4 alpha rs/pi = 2.653746 (dimensionless)
R at x=1, u=1: 0.194816 (dimensionless)
y at x=1, u=1: 0.516991 (dimensionless)
ln(1+y)-y there: -0.100262 (dimensionless)
F(x=0.00) = 0.000000 hartree
F(x=0.25) = -0.020061 hartree
F(x=0.50) = -0.028001 hartree
F(x=0.75) = -0.029145 hartree
F(x=1.00) = -0.026708 hartree
F(x=1.25) = -0.022566 hartree
F(x=1.50) = -0.017785 hartree
F(x=1.75) = -0.012979 hartree
F(x=2.00) = -0.008537 hartree
Simpson estimate, x<2: -0.041044 hartree
accurate part, x<2: -0.041057 hartree
accurate part, x>2: -0.005748 hartree
RPA correlation energy: -0.046806 hartree
RPA correlation energy: -1.2736 eV
coupling integration: -0.046806 hartree
mode sum, x<8: -0.046717 hartree
frequency formula, x<8: -0.046717 hartree
plasma energy: 0.216506 hartree
highest mode at x=0.05: 0.216690 hartree
high-density slope, numerical: 0.031081 hartree
high-density slope, analytic: 0.031091 hartree
Hartree-Fock g(0): 0.5000 (dimensionless)
RPA change of g(0): -2.0990 (dimensionless)
RPA g(0): -1.5990 (dimensionless)
QMC fit PW92: -0.031866 hartree
QMC fit PZ81: -0.032054 hartree
QMC fit VWN5: -0.031784 hartree
RPA overshoot against PW92: 0.014939 hartree
RPA overshoot against PW92: 0.4065 eV
overshoot relative to PW92: 46.9 %
hartree in eV: 27.211386 eV
rs=1 bohr: RPA -0.07880, PW92 -0.05977, overshoot 0.01903 hartree
rs=2 bohr: RPA -0.06180, PW92 -0.04476, overshoot 0.01704 hartree
rs=4 bohr: RPA -0.04681, PW92 -0.03187, overshoot 0.01494 hartree
rs=8 bohr: RPA -0.03418, PW92 -0.02139, overshoot 0.01279 hartree
all assertions hold
```
